# The Dirac-Coulomb spectrum and binding energies without cancellation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the simplest state to the quantization condition

### The result

An electron bound to a fixed point charge $Z$ has the Dirac energies

$$E=\frac{c^2(n_r+\gamma)}{N},\qquad N=\sqrt{n^2-2n_r(|\kappa|-\gamma)},\qquad \gamma=\sqrt{\kappa^2-Z^2/c^2},\tag{1}$$

with $n=n_r+|\kappa|$. Its radial functions decay as $e^{-Zr/N}$ times powers of $r$. The energy $E$ contains the rest energy $c^2$, so the binding energy is $B=c^2-E$. Equation (1) does not by itself give $B$ accurately on a computer, because $c^2$ and $E$ are nearly equal for a weakly bound electron. An equivalent quotient does:

$$B=\frac{Z^2}{N(N+n_r+\gamma)}.\tag{2}$$

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and $c$ is about 137. The nucleus is an infinitely heavy point, and there is one electron. The ratio $\zeta=Z/c$ measures the strength of the field, and $0<\zeta<|\kappa|$ is assumed, so that $\gamma$ is real and positive. The integer $\kappa$ is defined next.

### The radial equations

The Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-Z/r$. In the standard representation, the four-component function has two upper and two lower components, and $\boldsymbol\sigma\cdot\mathbf p$ couples them.

Let $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$. The product rule for Pauli matrices gives

$$\sigma_r(\boldsymbol\sigma\cdot\mathbf p)=-i\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L .$$

Since $\sigma_r^2=1$, multiplication by $\sigma_r$ from the left turns this into

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

The two-component angular functions $\chi_\kappa$ are eigenfunctions of total angular momentum $j$ and of $\boldsymbol\sigma\cdot\mathbf L$, with

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(1+\kappa)\chi_\kappa .$$

For $j=l+\tfrac12$ the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $l$, so $\kappa=-(l+1)$. For $j=l-\tfrac12$ it is $-(l+1)$, so $\kappa=l$. In both cases $|\kappa|=j+\tfrac12$. The operator $\sigma_r$ conserves $j$ and reverses parity, so it exchanges the two values of $l$ that belong to one $j$. It therefore maps $\chi_\kappa$ to $\chi_{-\kappa}$ up to a phase, which is chosen by $\sigma_r\chi_\kappa=-\chi_{-\kappa}$.

Write the upper components as $P(r)\chi_\kappa/r$ and the lower ones as $iQ(r)\chi_{-\kappa}/r$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa
=i\left[\left(\frac Pr\right)'+\frac{(1+\kappa)P}{r^2}\right]\chi_{-\kappa}
=\frac ir\left(P'+\frac{\kappa P}{r}\right)\chi_{-\kappa}.$$

The term $-P/r^2$ from the derivative has removed the 1 in $1+\kappa$. For the lower components, $\kappa$ changes sign and the extra factor $i$ gives $i^2=-1$. The lower and upper rows of $H\psi=E\psi$ become

$$P'+\frac{\kappa}{r}P=\frac1c\left(E+c^2+\frac Zr\right)Q,\tag{3}$$

$$Q'-\frac{\kappa}{r}Q=-\frac1c\left(E-c^2+\frac Zr\right)P.\tag{4}$$

A bound state requires $\int_0^\infty(P^2+Q^2)\,dr$ to be finite.

### The two ends of the radial axis

Define

$$a=\frac{c^2+E}{c},\qquad b=\frac{c^2-E}{c}.$$

Both are positive in the gap $-c^2<E<c^2$, where the bound states are sought. At large $r$ the terms in $1/r$ drop out, leaving $P'=aQ$ and $Q'=bP$. Hence $P''=abP$, and the exponents are $\pm\lambda$ with

$$\lambda=\sqrt{ab}=\frac{\sqrt{c^4-E^2}}{c}.\tag{5}$$

Normalization requires the decaying exponential.

At small $r$, insert $P=p_0r^s$ and $Q=q_0r^s$. The terms of order $r^{s-1}$ give

$$(s+\kappa)p_0=\zeta q_0,\qquad (s-\kappa)q_0=-\zeta p_0.$$

Multiplying the two equations gives $s^2-\kappa^2=-\zeta^2$, so $s=\pm\gamma$. The solution with $s=+\gamma$ is taken, and its coefficients satisfy

$$\frac{q_0}{p_0}=\frac{\gamma+\kappa}{\zeta}.\tag{6}$$

The rejected solution has a density $r^{-2\gamma}$, whose integral diverges at the origin when $\gamma\ge\tfrac12$. Normalization then makes the choice. For $\gamma<\tfrac12$ both solutions are square integrable there, and taking $r^{\gamma}$ is an additional boundary condition, which belongs to the model.

### Simplest case: one power and one exponential

Try functions with a single term,

$$P=p_0r^\gamma e^{-\lambda r},\qquad Q=q_0r^\gamma e^{-\lambda r}.$$

Equation (3) now has terms of two orders. Those with $1/r$ reproduce (6). Those without it give $-\lambda p_0=aq_0$. In the same way, (4) gives $-\lambda q_0=bp_0$, which is the same condition because $\lambda^2=ab$. Thus

$$\frac{q_0}{p_0}=-\frac{\lambda}{a}<0 .$$

Comparison with (6) requires $\gamma+\kappa<0$. This excludes positive $\kappa$. For negative $\kappa$ it holds, because $\gamma<|\kappa|$. With $\kappa=-|\kappa|$,

$$\frac{\lambda}{a}=\frac{|\kappa|-\gamma}{\zeta}.\tag{7}$$

Square this. On the left, $\lambda^2/a^2=b/a$. On the right, $\zeta^2=(|\kappa|-\gamma)(|\kappa|+\gamma)$. Therefore

$$\frac{c^2-E}{c^2+E}=\frac{|\kappa|-\gamma}{|\kappa|+\gamma}.$$

Cross-multiplication leaves $c^2\gamma=E|\kappa|$, so

$$E=\frac{c^2\gamma}{|\kappa|},\qquad
\lambda=c\sqrt{1-\frac{\gamma^2}{\kappa^2}}=\frac{c\zeta}{|\kappa|}=\frac{Z}{|\kappa|}.\tag{8}$$

This is (1) for $n_r=0$, where $N=n=|\kappa|$.

The binding energy can already be written without a difference of large numbers. Multiplying numerator and denominator by $|\kappa|+\gamma$ gives

$$B=c^2\frac{|\kappa|-\gamma}{|\kappa|}
=\frac{c^2\zeta^2}{|\kappa|(|\kappa|+\gamma)}
=\frac{Z^2}{|\kappa|(|\kappa|+\gamma)}.\tag{9}$$

**Limit.** As $c\to\infty$ at fixed $Z$, $\gamma\to|\kappa|$ and $B\to Z^2/(2\kappa^2)$, the Schrödinger value for $n=|\kappa|$.

**A number.** For the one-electron gold ion, $Z=79$, the program gives $\zeta=0.576491$ and $\gamma=0.817104$ for $|\kappa|=1$. Equation (9) gives

$$B=\frac{79^2}{1.817104}=\frac{6241}{1.817104}=3434.6\ \text{hartree}.$$

The Schrödinger value is 3120.5 hartree, about 9% below the Dirac value, relative to the latter.

The decay constant in (8) is the same as in the Schrödinger state with $n=|\kappa|$, although the binding is larger. What changes in the shape is the power at the origin. The density is proportional to $r^{2\gamma}e^{-2\lambda r}$, and integration by parts gives

$$\langle r\rangle=\frac{\int_0^\infty r^{2\gamma+1}e^{-2\lambda r}dr}{\int_0^\infty r^{2\gamma}e^{-2\lambda r}dr}
=\frac{2\gamma+1}{2\lambda}.$$

This is smaller than the Schrödinger value $(2|\kappa|+1)/(2\lambda)$. For the gold ground state the ratio is $(2\times0.817104+1)/3=0.878$. The state contracts by about 12% at an unchanged exponential decay constant.

### Generalization: a power series

For the other states, keep the factors fixed by the two ends and let series take care of the rest:

$$P=e^{-\lambda r}r^\gamma\sum_{k\ge0}p_kr^k,\qquad
Q=e^{-\lambda r}r^\gamma\sum_{k\ge0}q_kr^k.$$

The derivative acts on the power and on the exponential. Collecting the coefficients of $r^{\gamma+k-1}$ for $k\ge1$ in (3) and (4), and moving the lower-order coefficients to the right, gives

$$(k+\gamma+\kappa)p_k-\zeta q_k=\lambda p_{k-1}+aq_{k-1},$$

$$\zeta p_k+(k+\gamma-\kappa)q_k=bp_{k-1}+\lambda q_{k-1}.$$

The two right-hand sides are proportional. With

$$s_k=\lambda p_k+aq_k,$$

the first is $s_{k-1}$. Since $b=\lambda^2/a$, the second is $(\lambda/a)s_{k-1}$. So a single number passes from each order to the next.

The determinant of the pair is

$$(k+\gamma)^2-\kappa^2+\zeta^2=(k+\gamma)^2-\gamma^2=k(k+2\gamma),$$

which is positive for $k\ge1$. Cramer's rule gives

$$p_k=\frac{k+\gamma-\kappa+\zeta\lambda/a}{k(k+2\gamma)}\,s_{k-1},\qquad
q_k=\frac{(k+\gamma+\kappa)\lambda/a-\zeta}{k(k+2\gamma)}\,s_{k-1}.\tag{10}$$

Now form $s_k=\lambda p_k+aq_k$. The terms in $\kappa$ cancel, and $\lambda^2/a=b$:

$$s_k=\frac{2\lambda(k+\gamma)-\zeta(a-b)}{k(k+2\gamma)}\,s_{k-1}.$$

Because $a-b=2E/c$, the last term is $\zeta(a-b)=2ZE/c^2$. Define

$$\nu=\frac{ZE}{c^2\lambda}.$$

The recursion becomes

$$s_k=\frac{2\lambda(k+\gamma-\nu)}{k(k+2\gamma)}\,s_{k-1}.\tag{11}$$

### Why the series must end

Suppose that no $s_k$ vanishes. The factor multiplying $2\lambda/k$ in (11) is $(k+\gamma-\nu)/(k+2\gamma)$, which tends to 1. Beyond some $k$ it exceeds $3/4$, and all later $s_k$ have one sign. Their magnitudes are then at least a constant times $(3\lambda/2)^k/k!$. Apart from a polynomial, $\sum_ks_kr^k$ grows at least as fast as $e^{3\lambda r/2}$. The combination

$$\lambda P+aQ=e^{-\lambda r}r^\gamma\sum_ks_kr^k$$

thus grows at least as fast as $r^\gamma e^{\lambda r/2}$. It could not do so if $P$ and $Q$ were both square integrable, so the series must end.

There are two ways for it to end. If $s_0=0$, then (10) makes all later coefficients vanish, and the state is the one-term state found above. Equation (7) then fixes $\nu$:

$$\nu=\frac{\zeta(a-b)}{2\lambda}
=\frac{\zeta}{2}\left(\frac a\lambda-\frac\lambda a\right)
=\frac{(|\kappa|+\gamma)-(|\kappa|-\gamma)}{2}=\gamma .$$

If $s_0\ne0$, the factor in (11) must vanish at some $k=n_r\ge1$, which requires $\nu=n_r+\gamma$. Conversely, at that value of $\nu$ the number $s_0$ is not zero, since $s_0=0$ would require $\nu=\gamma$. The series then ends at order $n_r$ for either sign of $\kappa$. All bound states in the gap therefore obey

$$c^2\lambda(n_r+\gamma)=ZE,\tag{12}$$

with $n_r=0,1,2,\ldots$ for $\kappa<0$ and $n_r=1,2,\ldots$ for $\kappa>0$. The left side is positive, so $E>0$: with the behaviour $r^{\gamma}$ at the origin, the attractive field binds no state in the lower half of the gap as long as $\zeta<|\kappa|$. For $\gamma<\tfrac12$ this rests on that boundary condition: with $r^{-\gamma}$ and $\kappa<0$, the one-term argument gives a square-integrable state at $E=-c^2\gamma/|\kappa|$.

**Limit of the condition.** As $c\to\infty$ at fixed $B$, $E/c^2\to1$ and $\lambda^2=B(2c^2-B)/c^2\to2B$. Equation (12) becomes $\sqrt{2B}\,(n_r+|\kappa|)=Z$, which gives $B=Z^2/(2n^2)$.

**Limit of the functions.** Take $n_r=1$ and $\kappa=-1$. From (6), $s_0/p_0=\lambda-a(1-\gamma)/\zeta$. As $c\to\infty$, $a\to2c$, $(1-\gamma)/\zeta\to\zeta/2$ and $\lambda\to Z/2$, so $s_0/p_0\to Z/2-Z=-Z/2$. The fraction in (10) tends to $3/3=1$. Hence $P\propto r(1-Zr/2)e^{-Zr/2}$, the Schrödinger $2s$ function.

For $\kappa=+1$, $s_0/p_0\to2c\cdot2/\zeta=4c^2/Z$, and the fraction in (10) tends to $1/3$. Now $p_1/p_0$ grows without limit, the linear term dominates the constant, and $P\propto r^2e^{-Zr/2}$, the Schrödinger $2p$ function. The same $n_r$ thus has one more radial node for $\kappa<0$ than for $\kappa>0$ in this example, so $n_r$ is the degree of the polynomials and not in general the number of nodes of $P$.

## Second half: the number N and accurate binding energies

### What is carried over

Energies $E$ include the rest energy $c^2$, and $B=c^2-E$. The field strength is $\zeta=Z/c$, with $\zeta<|\kappa|$, and $\gamma=\sqrt{\kappa^2-\zeta^2}$ is the power of $r$ at the origin. The integer $n_r$ is the degree of the radial polynomials, it starts at 0 for $\kappa<0$ and at 1 for $\kappa>0$, and $n=n_r+|\kappa|$. The first half gave the decay constant and the quantization condition,

$$\lambda^2=\frac{c^4-E^2}{c^2},\qquad c^2\lambda(n_r+\gamma)=ZE .\tag{13}$$

For $n_r=0$ they led to $\lambda=Z/|\kappa|$ and $B=Z^2/[|\kappa|(|\kappa|+\gamma)]$.

### Solving for the decay constant

Abbreviate $m=n_r+\gamma$. The second equation in (13) gives $E=c^2\lambda m/Z$. Put this into the first:

$$\lambda^2=c^2-\frac{E^2}{c^2}=c^2-\frac{c^2\lambda^2m^2}{Z^2}
=c^2-\frac{\lambda^2m^2}{\zeta^2}.$$

Collect $\lambda^2$ on the left and multiply by $\zeta^2$:

$$\lambda^2(\zeta^2+m^2)=c^2\zeta^2=Z^2 .$$

The sum in brackets simplifies because $\gamma^2+\zeta^2=\kappa^2$:

$$m^2+\zeta^2=n_r^2+2n_r\gamma+\gamma^2+\zeta^2=n_r^2+2n_r\gamma+\kappa^2 .$$

Adding and subtracting $2n_r|\kappa|$ brings in the integer $n$:

$$m^2+\zeta^2=(n_r+|\kappa|)^2-2n_r(|\kappa|-\gamma)=N^2 .\tag{14}$$

With positive roots for $\lambda$ and $N$,

$$\lambda=\frac ZN,\qquad E=\frac{c^2\lambda m}{Z}=\frac{c^2(n_r+\gamma)}{N},$$

which proves (1). Both depend on $\kappa$ through $|\kappa|$, so states with $\kappa$ and $-\kappa$ and the same $n_r\ge1$ are degenerate.

Equation (14) describes a right triangle with sides $m$ and $\zeta$ and hypotenuse $N$. The ratio of one side to the hypotenuse is $E/c^2=m/N$, and that of the other is $\lambda/c=\zeta/N$. The sum of their squares is 1, which is the free-particle relation $E^2=c^4+c^2p^2$ at the imaginary momentum $p=i\lambda$ of the exponential tail.

The energy formula (1) is now proved for all bound states in the gap, and the decay constant is $\lambda=Z/N$. It remains to see what $N$ measures, to derive the quotient (2) for every $n_r$, and to examine how rounding affects computed binding energies.
